\section*{Incoherent grain boundaries in one channel: each adds R/(1-R) to resistance, part 1}

(Sections cited here and not found follow in the second part.)

\section{The result and its derivation by summing reflections}

\subsection{Statement and conditions}

A wire with one conducting channel, open to both spin directions, joins two reservoirs and is crossed by $N$ grain boundaries. Boundary $i$ reflects an electron at the Fermi energy with probability $R_i<1$ and transmits it with probability $T_i=1-R_i$. If the electron loses its phase memory in every grain, the resistance between the reservoirs is
\begin{equation}
\mathcal R=\frac{h}{2e^2}\left[1+\sum_{i=1}^{N}\frac{R_i}{1-R_i}\right],
\label{eq:main}
\end{equation}
and for identical boundaries
\begin{equation}
\mathcal R=\frac{h}{2e^2}\left[1+N\,\frac{R}{1-R}\right].
\label{eq:identical}
\end{equation}
The quantity $h/2e^2$ is the resistance quantum of the channel. The leading 1 is present without any boundary and belongs to the contacts. Each identical boundary adds $R/(1-R)$ resistance quanta, however many others there are and wherever they stand.

Equation~\eqref{eq:main} holds under the following conditions.
\begin{enumerate}
\item The bias is small, so that the current is proportional to it, and the $R_i$ are constant over the energies that carry the current.
\item The contacts are reflectionless: an electron that reaches a reservoir from the wire enters it and does not come back with any memory of its past.
\item Scattering at a boundary is elastic and conserves the number of electrons. The electrons are treated as independent, with given $R_i$; in a real wire with a single channel, interactions between them can make the $R_i$ depend on temperature and bias.
\item Inside a grain the phase is randomized afresh at every passage, but the direction of motion is kept. Successive scattering events then combine through their probabilities. This is what \emph{incoherent} means here. It is an idealization, since processes that break the phase can also reverse electrons. A voltage probe that absorbs every electron in a grain and re-emits it equally in both directions acts as a further scatterer with $R=1/2$ and adds one more resistance quantum per grain.
\end{enumerate}

A boundary has the same $R_i$ for electrons arriving from the left and from the right, even if its structure is not symmetric. Let the amplitudes be normalized to unit flux, with $\rho,t$ for incidence from the left and $\rho',t'$ for incidence from the right. Conservation of flux makes the scattering matrix
\begin{equation}
\begin{pmatrix}\rho & t'\\ t&\rho'\end{pmatrix}
\end{equation}
unitary, so that each row and each column has unit norm. The first column gives $|\rho|^2+|t|^2=1$ and the first row gives $|\rho|^2+|t'|^2=1$, hence $|t'|^2=|t|^2$. The second column gives $|\rho'|^2+|t'|^2=1$, hence $|\rho'|^2=|\rho|^2$. One pair $R_i,T_i$ therefore describes both directions.

\subsection{From transmission to resistance}

Let the reservoirs have chemical potentials $\mu_L>\mu_R$ with $\mu_L-\mu_R=eV$, where $e>0$ is the elementary charge and $V$ the magnitude of the voltage. Only magnitudes of currents are needed, so the negative charge of the electron plays no part.

Per unit length there are $2\,dk/2\pi$ right-moving states in the interval $dk$, the factor 2 counting spin. They move with the velocity $v=\hbar^{-1}dE/dk$. If the left reservoir fills them with probability $f_L(E)$, the number of electrons injected per unit time is
\begin{equation}
2\,\frac{dk}{2\pi}\,v\,f_L
=\frac{2}{2\pi\hbar}\,\frac{dE}{dk}\,dk\,f_L
=\frac{2}{h}\,f_L\,dE .
\label{eq:inject}
\end{equation}
The velocity has cancelled against the density of states, which is why the resistance quantum contains no property of the metal. A fraction $T_{\rm tot}$ of these electrons reaches the right reservoir. The right reservoir injects $(2/h)f_R\,dE$ in the opposite direction, and the same fraction crosses, since at $f_L=f_R$ the net current must vanish. The electric current is therefore
\begin{equation}
I=\frac{2e}{h}\int T_{\rm tot}\,(f_L-f_R)\,dE
=\frac{2e}{h}\,T_{\rm tot}\,(\mu_L-\mu_R)
=\frac{2e^2}{h}\,T_{\rm tot}\,V .
\end{equation}
In the second step $T_{\rm tot}$ was taken out of the integral because it is constant over the window. Hence
\begin{equation}
\mathcal R=\frac{V}{I}=\frac{h}{2e^2}\,\frac{1}{T_{\rm tot}} .
\label{eq:landauer}
\end{equation}
What remains is to find $T_{\rm tot}$.

In Rydberg atomic units $\hbar=1$, $2m=1$ and $e^2=2$. A free electron then has $E=k^2$ and $v=2k$, and
\begin{equation}
\frac{h}{2e^2}=\frac{2\pi}{2\cdot 2}=\frac{\pi}{2}.
\end{equation}
The combination $\hbar/e^2$ has the value $1/2$ in these units, so the unit of resistance is $2\hbar/e^2$, which is $8216.472\ \Omega$. Multiplication by $\pi/2$ gives $h/2e^2=12906.4\ \Omega$. A quadrature of $2v\,dk/2\pi$ over a small bias window tests the value $\pi/2$.

\subsection{Two boundaries}

An electron arrives from the left at boundary 1, behind which stands boundary 2. The ways to get through both differ in the number $n$ of round trips made in the grain between them.

With no round trip the electron is transmitted twice, with probability $T_1T_2$. With one round trip it is transmitted by 1, reflected by 2, reflected by 1 from the inside, and transmitted by 2, with probability $T_1R_2R_1T_2$. Each further round trip brings another factor $R_1R_2$. Because the phase is lost in the grain, these alternatives do not interfere and their probabilities add:
\begin{equation}
T_{12}=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}.
\label{eq:T12}
\end{equation}
The geometric series converges because $R_1R_2<1$.

The reflected part follows in the same way. The electron is either turned back at once, with probability $R_1$, or it enters the grain, is reflected by 2, makes $n$ further round trips and leaves through 1:
\begin{equation}
R_{12}=R_1+\frac{T_1^2R_2}{1-R_1R_2}
=\frac{R_1-R_1^2R_2+T_1^2R_2}{1-R_1R_2}.
\end{equation}
In the numerator, $T_1^2-R_1^2=(T_1-R_1)(T_1+R_1)=1-2R_1$, because $T_1+R_1=1$ and $T_1-R_1=1-2R_1$. Therefore
\begin{equation}
R_{12}=\frac{R_1+R_2-2R_1R_2}{1-R_1R_2}.
\label{eq:R12}
\end{equation}
Two properties can be read off. First, no electron is lost: with $T_1T_2=1-R_1-R_2+R_1R_2$ the two numerators add up to
\begin{equation}
(1-R_1-R_2+R_1R_2)+(R_1+R_2-2R_1R_2)=1-R_1R_2,
\end{equation}
so that $T_{12}+R_{12}=1$. Second, both results are unchanged when the labels 1 and 2 are exchanged. The pair thus transmits and reflects equally from either side, as a single boundary does.

\subsection{The quantity that adds}

Neither $R$ nor $T$ is additive, but their ratio is. Dividing Eq.~\eqref{eq:R12} by Eq.~\eqref{eq:T12} removes the common denominator:
\begin{align}
\frac{R_{12}}{T_{12}}
&=\frac{R_1+R_2-2R_1R_2}{T_1T_2}
=\frac{R_1(1-R_2)+R_2(1-R_1)}{T_1T_2}\nonumber\\
&=\frac{R_1T_2+R_2T_1}{T_1T_2}
=\frac{R_1}{T_1}+\frac{R_2}{T_2}.
\label{eq:add}
\end{align}
It is convenient to write
\begin{equation}
\gamma_i=\frac{R_i}{T_i}=\frac{R_i}{1-R_i}.
\end{equation}

The step to $N$ boundaries is by induction. Suppose that the first $N-1$ boundaries together have the ratio $\sum_{i=1}^{N-1}\gamma_i$ and act equally from both sides. The grain between this group and boundary $N$ also destroys the phase, so the group and boundary $N$ combine by the same bounce sum as two single boundaries. Equation~\eqref{eq:add} then adds $\gamma_N$, and the symmetry found above carries over to the enlarged group. With $R_{\rm tot}=1-T_{\rm tot}$,
\begin{equation}
\frac{1-T_{\rm tot}}{T_{\rm tot}}=\sum_{i=1}^{N}\gamma_i
\qquad\Longrightarrow\qquad
\frac{1}{T_{\rm tot}}=1+\sum_{i=1}^{N}\gamma_i .
\label{eq:Ttot}
\end{equation}
Inserted in Eq.~\eqref{eq:landauer}, this is Eq.~\eqref{eq:main}.

\subsection{Limiting cases}

For weak reflection, $R/(1-R)=R+R^2+\dots$, and a boundary adds approximately $R$ resistance quanta. As $R\to1$ the contribution grows without limit as $1/T$, since the boundary then cuts the wire.

For a single boundary Eq.~\eqref{eq:Ttot} returns $1/T_{\rm tot}=1+R/T=1/T$, as it must. For many identical boundaries, $N\gamma\gg1$, the transmission falls as $1/(N\gamma)$. This is Ohm's law: with a mean spacing $D$ between boundaries, a wire of length $L$ has $N=L/D$ of them, and its resistance grows by $(h/2e^2)\,\gamma/D$ per unit length. The contact term and the boundary term are equal at $N=1/\gamma$.

The slow decrease of $T_{\rm tot}$ is due to the repeated reflections. If they are ignored, only electrons that pass every boundary at the first attempt are counted, and the transmission is $T^N$, which decreases exponentially. An electron turned back by one boundary can be turned forward again by another, and these returns change the exponential law into an algebraic one.

\subsection{A model boundary with numbers}

A thin potential barrier gives a boundary whose $R$ can be calculated in full. In Rydberg units let
\begin{equation}
H=-\frac{d^2}{dx^2}+S\,\delta(x),
\end{equation}
where $S$ is an energy times a length. A wave incident from the left is $\psi=e^{ikx}+\rho e^{-ikx}$ for $x<0$ and $\psi=te^{ikx}$ for $x>0$. Continuity at $x=0$ requires $1+\rho=t$. Integrating $H\psi=E\psi$ over a vanishing interval around $x=0$ gives $\psi'(0^+)-\psi'(0^-)=S\psi(0)$, that is
\begin{equation}
ikt-ik(1-\rho)=St .
\end{equation}
With $\rho=t-1$ the left side becomes $ikt-ik(2-t)=2ik(t-1)$, so
\begin{equation}
t=\frac{2ik}{2ik-S},\qquad \rho=t-1=\frac{S}{2ik-S}.
\end{equation}
The velocity is the same on both sides, so the probabilities are the squared moduli:
\begin{equation}
T=\frac{4k^2}{4k^2+S^2},\qquad R=\frac{S^2}{4k^2+S^2},\qquad
\gamma=\frac{R}{1-R}=\frac{S^2}{4k^2}.
\label{eq:delta}
\end{equation}
In this model the added resistance is quadratic in the barrier strength and inversely proportional to the Fermi energy $k^2$.

Take the round values $k=0.70\ \mathrm{bohr}^{-1}$ and $S=0.90$ Ry\,bohr, which stand for no particular metal. Then $S^2=0.81$, $4k^2=1.96$, and
\begin{equation}
R=\frac{0.81}{2.77}=0.2924,\qquad T=\frac{1.96}{2.77}=0.7076,\qquad
\gamma=\frac{0.81}{1.96}=0.4133 .
\end{equation}
A rectangular barrier of width $10^{-5}$ bohr with the same area $S$, solved separately, gives $T=0.707581$, the same value to six digits. One boundary adds $0.413265\times12906.4\ \Omega=5334\ \Omega$.

For two such boundaries the bounce sum begins with $T^2=0.5007$. Including up to one, two and three round trips gives $0.5435$, $0.5471$ and $0.5475$. The full sum is $0.547486$, and its inverse is $1.8265=1+2\times0.41327$. The terms shrink by the factor $R^2=0.0855$ each time, which explains the fast convergence.

For ten boundaries
\begin{equation}
\frac{1}{T_{\rm tot}}=1+10\times0.413265=5.1327,\qquad T_{\rm tot}=0.1948,
\end{equation}
and the resistance is $5.1327\times12906.4\ \Omega=66.24\ \mathrm{k}\Omega$. Nine boundaries give $4.7194$ resistance quanta, so the tenth adds $0.4133$, as much as the first. These resistances were also obtained by following a packet of electrons through all its reflections until it had left the wire, without use of Eq.~\eqref{eq:Ttot}. Ignoring multiple reflections would give $1/T^{10}=31.79$ resistance quanta, about six times too many.

\section{A second derivation by local flux balance, and a comparison}

\subsection{Symbols and results carried over}

Boundary $i$, with $i=1,\dots,N$, reflects with probability $R_i$ and transmits with probability $T_i=1-R_i$, equally from both sides, and $\gamma_i=R_i/T_i$. The reservoirs differ in chemical potential by $eV$. The current is $I=(2e^2/h)\,T_{\rm tot}V$, where $T_{\rm tot}$ is the probability of crossing the whole wire. Summing reflections gave $1/T_{\rm tot}=1+\sum_i\gamma_i$. The numerical example has $R=0.2924$, $T=0.7076$, $\gamma=0.4133$ and $N=10$.

The same expression for $T_{\rm tot}$ is now derived without following any path. The derivation also shows where along the wire the voltage drops.

Summing the reflections has shown that, when the phase is lost in every grain and the direction of motion is kept, each boundary adds $R_i/(1-R_i)$ resistance quanta to the one quantum of the contacts. What remains is the derivation by flux balance, which locates the voltage drops, and the comparison with coherent boundaries and with several channels.
